# Masking of kinetic isotope effects by commitments and degrees of rate control: a program that tests the result

```python
"""
Result under test: for a steady-state chain with one isotope-sensitive step,
  KIE = (kappa + Cf + eps*Cr) / (1 + Cf + Cr),
which becomes (kappa + C)/(1 + C), C = Cf + Cr, when eps = 1.
KIE   : ratio light/heavy of k_eff = flux/(reactant activity * free sites)
kappa : light/heavy ratio of the forward rate constant of the sensitive step
eps   : light/heavy ratio of the equilibrium constant of that step
Cf, Cr: forward and reverse commitments of the light isotopologue
X_i   : degree of rate control, d ln k_eff / d ln k_i at fixed equilibria
Free energies are in eV, relative to free reactant and empty site.
Rate constants are in units of the common Eyring prefactor, which cancels.
The independent road is a linear solve of the complete site balance.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge

temperature = 300.0
kT = boltzmann * temperature / charge


def rate_constants(chain):
    """Forward constants of all steps, reverse ones of all but the last."""
    ts, wells = (np.array(part, float) for part in chain)
    start = np.concatenate(([0.0], wells))
    return np.exp(-(ts - start) / kT), np.exp(-(ts[:-1] - wells) / kT)


def steady_state(chains, activities):
    """Solve the site balance; return free fraction and flux per chain."""
    size = 1 + sum(len(chain[1]) for chain in chains)
    balance = np.zeros((size, size))
    last_sites, last_constants = [], []
    offset = 1

    def add(source, target, rate):
        balance[target, source] += rate
        balance[source, source] -= rate

    for chain, activity in zip(chains, activities):
        forward, reverse = rate_constants(chain)
        count = len(reverse)
        sites = [0] + list(range(offset, offset + count)) + [0]
        for i, constant in enumerate(forward):
            add(sites[i], sites[i + 1], constant * (activity if i == 0 else 1))
        for i, constant in enumerate(reverse):
            add(sites[i + 1], sites[i], constant)
        last_sites.append(sites[-2])
        last_constants.append(forward[-1])
        offset += count
    balance /= np.abs(balance).max()
    balance[0] = 1.0
    right = np.zeros(size)
    right[0] = 1.0
    coverage = np.linalg.solve(balance, right)
    flux = np.array(last_constants) * coverage[last_sites]
    return coverage[0], flux


def k_eff(chain, activity=1.0):
    free, flux = steady_state([chain], [activity])
    return flux[0] / (activity * free)


def competition_kie(light, heavy, a_light=1.0, a_heavy=0.5):
    _, flux = steady_state([light, heavy], [a_light, a_heavy])
    return (flux[0] / a_light) / (flux[1] / a_heavy)


def rate_control(chain, step=1e-4):
    """Shift one transition state at a time: all equilibria stay fixed."""
    ts, wells = (np.array(part, float) for part in chain)
    result = []
    for i in range(len(ts)):
        shift = np.zeros(len(ts))
        shift[i] = step
        up, down = k_eff((ts + shift, wells)), k_eff((ts - shift, wells))
        result.append(-kT * np.log(up / down) / (2 * step))
    return np.array(result)


def resistances(chain):
    forward, reverse = rate_constants(chain)
    products = np.concatenate(([1.0], np.cumprod(forward[:-1] / reverse)))
    return 1 / (forward * products)


def close(a, b, tolerance=1e-8):
    return np.allclose(a, b, rtol=tolerance, atol=0)


# Main model: binding, isotope-sensitive transfer, product release
ts_light = np.array([0.64, 0.65, 0.66])
wells_light = np.array([-0.05, -0.10])
barrier_shift = 0.05
light = (ts_light, wells_light)
heavy = (ts_light + [0, barrier_shift, 0], wells_light)
fL, rL = rate_constants(light)
fH, rH = rate_constants(heavy)
kappa = fL[1] / fH[1]
Cf, Cr = fL[1] / rL[0], rL[1] / fL[2]
C = Cf + Cr
masked = (kappa + C) / (1 + C)
kie = k_eff(light) / k_eff(heavy)
assert close(kie, masked)
assert close(1 / k_eff(light), resistances(light).sum())

# Shared free sites make competition independent of saturation
for activity in (1e-4, 1.0, 100.0):
    assert close(competition_kie(light, heavy, activity, activity / 2), masked)

# Commitments evaluated with heavy rate constants need another formula
C_heavy = fH[1] / rH[0] + rH[1] / fH[2]
assert close(C_heavy, C / kappa)
assert close(kie, kappa * (1 + C_heavy) / (1 + kappa * C_heavy))
wrong_isotope = (kappa + C_heavy) / (1 + C_heavy)
assert abs(wrong_isotope - kie) > 0.1

# Degrees of rate control by finite differences of the solved balance
XL, XH = rate_control(light), rate_control(heavy)
assert close(XL, resistances(light) / resistances(light).sum(), 1e-5)
assert close(XL.sum(), 1, 1e-5) and close(XH.sum(), 1, 1e-5)
assert close(XL[1], 1 / (1 + C), 1e-5)
assert close(kie, 1 + XL[1] * (kappa - 1), 1e-5)
recovered_kappa = 1 + (kie - 1) / XL[1]
assert close(recovered_kappa, kappa, 1e-5)

# Logarithmic relation: integrate numerical rate control along the shift
nodes, weights = np.polynomial.legendre.leggauss(12)
path = 0.5 * np.log(kappa) * (nodes + 1)
control_path = [rate_control((ts_light + [0, u * kT, 0], wells_light))[1]
                for u in path]
log_kie = 0.5 * np.log(kappa) * np.dot(weights, control_path)
assert close(log_kie, np.log(kie), 1e-5)
low_power, high_power = kappa ** XL[1], kappa ** XH[1]
assert low_power < kie < high_power

# Equilibrium isotope effect on the sensitive step
well_shift = 0.01
heavy_eq = (ts_light + [0, barrier_shift, well_shift],
            wells_light + [0, well_shift])
fE, rE = rate_constants(heavy_eq)
eps = (fL[1] / rL[1]) / (fE[1] / rE[1])
kie_eq = competition_kie(light, heavy_eq)
assert close(kie_eq, (kappa + Cf + eps * Cr) / (1 + Cf + Cr))
assert abs(kie_eq - masked) > 0.05


def shifted_kie(outer_shift):
    outer_shift = np.array(outer_shift)
    return competition_kie((light[0] + outer_shift, light[1]),
                           (heavy_eq[0] + outer_shift, heavy_eq[1]))


limit_binding = shifted_kie([0.4, 0, 0])
limit_transfer = shifted_kie([-0.4, 0, -0.4])
limit_release = shifted_kie([0, 0, 0.4])
# The remaining resistances are of order exp(-0.4 eV/kT), below 1e-5
assert close([limit_binding, limit_transfer, limit_release],
             [1, kappa, eps], 1e-5)

# Longer chains with isotope shifts of every intermediate and barrier
rng = np.random.default_rng(4)
for trial in range(10):
    ts = rng.uniform(0.55, 0.70, 5)
    wells = rng.uniform(-0.10, 0.10, 4)
    ts_shift = rng.uniform(-0.02, 0.05, 5)
    well_shifts = rng.uniform(-0.02, 0.02, 4)
    chain_L = (ts, wells)
    chain_H = (ts + ts_shift, wells + well_shifts)
    ratio = np.exp(ts_shift / kT)
    direct = competition_kie(chain_L, chain_H)
    assert close(direct, np.dot(rate_control(chain_L), ratio), 1e-5)
    assert close(1 / direct, np.dot(rate_control(chain_H), 1 / ratio), 1e-5)

# Separate experiments at equal activity: free-site fractions differ
free_L, flux_L = steady_state([light], [1.0])
free_H, flux_H = steady_state([heavy], [1.0])
separate_ratio = flux_L[0] / flux_H[0]
for chain, control, free in ((light, XL, free_L), (heavy, XH, free_H)):
    forward, reverse = rate_constants(chain)
    equilibrium = np.cumprod(forward[:-1] / reverse)
    occupied = np.dot(equilibrium, 1 - np.cumsum(control)[:-1])
    assert close(1 / free, 1 + occupied, 1e-4)
assert close(separate_ratio, kie * free_L / free_H)
assert abs(separate_ratio - kie) > 0.1
dilute_ratio = (steady_state([light], [1e-6])[1][0]
                / steady_state([heavy], [1e-6])[1][0])
assert close(dilute_ratio, kie, 1e-4)


def show(label, value, unit="(dimensionless)", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("temperature", temperature, "K", 1)
show("thermal energy kT", kT, "eV", 6)
for name, value in zip(("binding", "transfer", "release"), ts_light):
    show(f"light transition state, {name}", value, "eV", 2)
for name, value in zip(("first", "second"), wells_light):
    show(f"light {name} intermediate", value, "eV", 2)
show("heavy transfer-state shift", barrier_shift, "eV", 2)
show("intrinsic effect kappa", kappa)
show("forward commitment Cf", Cf)
show("reverse commitment Cr", Cr)
show("total light commitment C", C)
show("KIE from masking formula", masked)
show("KIE from solved site balance", kie)
show("KIE from saturated competition", competition_kie(light, heavy))
show("apparent barrier difference kT ln KIE", kT * np.log(kie), "eV")
show("heavy commitment", C_heavy)
show("wrong KIE: heavy C in light formula", wrong_isotope)
for name, x_l, x_h in zip(("binding", "transfer", "release"), XL, XH):
    print(f"rate control {name}: light {x_l:.4f}, heavy {x_h:.4f} (dimensionless)")
show("kappa recovered from KIE and light X", recovered_kappa)
show("kappa to the power light X", low_power)
show("kappa to the power heavy X", high_power)
show("ln KIE from integrated rate control", log_kie)
show("ln KIE from site balance", np.log(kie))
show("second case: heavy well and release shift", well_shift, "eV", 2)
show("second case: equilibrium effect eps", eps)
show("second case: observed KIE", kie_eq)
show("second case: binding-control limit", limit_binding)
show("second case: transfer-control limit", limit_transfer)
show("second case: release-control limit", limit_release)
show("free-site fraction, light, activity 1", free_L)
show("free-site fraction, heavy, activity 1", free_H)
show("separate-rate ratio, activity 1", separate_ratio)
show("separate-rate ratio, activity 1e-6", dilute_ratio)
print("outer-barrier shift (eV), C, light X transfer, KIE (dimensionless)")
for shift in (-0.10, -0.05, 0.00, 0.05, 0.10):
    outer = np.array([shift, 0, shift])
    chain_L, chain_H = (ts_light + outer, wells_light), (heavy[0] + outer, wells_light)
    f, r = rate_constants(chain_L)
    commitment = f[1] / r[0] + r[1] / f[2]
    observed = competition_kie(chain_L, chain_H)
    assert close(observed, (kappa + commitment) / (1 + commitment))
    control = rate_control(chain_L)[1]
    print(f"{shift:+.2f}, {commitment:.4f}, {control:.4f}, {observed:.4f}")
print("tests ok")
```

Output:

```
temperature: 300.0 K
thermal energy kT: 0.025852 eV
light transition state, binding: 0.64 eV
light transition state, transfer: 0.65 eV
light transition state, release: 0.66 eV
light first intermediate: -0.05 eV
light second intermediate: -0.10 eV
heavy transfer-state shift: 0.05 eV
intrinsic effect kappa: 6.9177 (dimensionless)
forward commitment Cf: 0.6792 (dimensionless)
reverse commitment Cr: 1.4723 (dimensionless)
total light commitment C: 2.1515 (dimensionless)
KIE from masking formula: 2.8777 (dimensionless)
KIE from solved site balance: 2.8777 (dimensionless)
KIE from saturated competition: 2.8777 (dimensionless)
apparent barrier difference kT ln KIE: 0.0273 eV
heavy commitment: 0.3110 (dimensionless)
wrong KIE: heavy C in light formula: 5.5139 (dimensionless)
rate control binding: light 0.2155, heavy 0.0749 (dimensionless)
rate control transfer: light 0.3173, heavy 0.7628 (dimensionless)
rate control release: light 0.4672, heavy 0.1623 (dimensionless)
kappa recovered from KIE and light X: 6.9177 (dimensionless)
kappa to the power light X: 1.8473 (dimensionless)
kappa to the power heavy X: 4.3722 (dimensionless)
ln KIE from integrated rate control: 1.0570 (dimensionless)
ln KIE from site balance: 1.0570 (dimensionless)
second case: heavy well and release shift: 0.01 eV
second case: equilibrium effect eps: 1.4723 (dimensionless)
second case: observed KIE: 3.0984 (dimensionless)
second case: binding-control limit: 1.0000 (dimensionless)
second case: transfer-control limit: 6.9177 (dimensionless)
second case: release-control limit: 1.4723 (dimensionless)
free-site fraction, light, activity 1: 0.0347 (dimensionless)
free-site fraction, heavy, activity 1: 0.0659 (dimensionless)
separate-rate ratio, activity 1: 1.5165 (dimensionless)
separate-rate ratio, activity 1e-6: 2.8777 (dimensionless)
outer-barrier shift (eV), C, light X transfer, KIE (dimensionless)
-0.10, 0.0450, 0.9570, 6.6631
-0.05, 0.3110, 0.7628, 5.5139
+0.00, 2.1515, 0.3173, 2.8777
+0.05, 14.8835, 0.0630, 1.3726
+0.10, 102.9599, 0.0096, 1.0569
tests ok
```
